# Initial Defects and the Local Weibull Slope of Low-k Breakdown: test program

```python
"""Weibull slope of a cell model of dielectric breakdown with initial defects.

Result under test: for N columns of n cells, cell defect probability
p(t) = p0 + q(t), q = c*t**a, and failure when one column is wholly defective,
    slope = d ln(-ln S)/d ln t = n*a*q/p      when p**n << 1,
where S is the survival probability. The slope vanishes at early times if
parts dead at t = 0 are counted; for parts alive at t = 0 it tends to a.
H = -ln S is the cumulative hazard, H0 its value at t = 0.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import gamma as gamma_distribution

mp.mp.dps = 60

# ---- Small array: survival from enumeration of every configuration ----
cells, columns = 3, 4
total = cells * columns
bits = (np.arange(2**total)[:, None] >> np.arange(total)) & 1
broken = bits.reshape(-1, columns, cells).all(axis=2).any(axis=1)
surviving_counts = np.bincount(bits.sum(axis=1)[~broken], minlength=total + 1)


def enumerated_survival(p):
    return mp.fsum(int(m) * p**k * (1 - p)**(total - k)
                   for k, m in enumerate(surviving_counts))


def enumerated_slope(t, p0, c, a, screened=False):
    start = enumerated_survival(p0) if screened else mp.mpf(1)

    def weibit(log_t):
        p = p0 + c * mp.exp(a * log_t)
        return mp.log(-mp.log(enumerated_survival(p) / start))
    return mp.diff(weibit, mp.log(t))


a_test = mp.mpf('0.4')
p0_test, c_test = mp.mpf('0.02'), mp.mpf('0.03')
for t in (mp.mpf('0.01'), mp.mpf(1), mp.mpf(20), mp.mpf(500)):
    q = c_test * t**a_test
    p = p0_test + q
    u = p**cells
    simple = cells * a_test * q / p
    full = simple * u / ((1 - u) * (-mp.log(1 - u)))
    measured = enumerated_slope(t, p0_test, c_test, a_test)
    assert abs(measured / full - 1) < 1e-12
    assert 0 < measured / simple - 1 < u   # leading relative error is u/2

# Mean number of grown cells in a wholly defective column, by enumeration
p0_test, c_test = mp.mpf('1e-4'), mp.mpf('2e-4')
for t in (mp.mpf('0.001'), mp.mpf(1), mp.mpf(30)):
    q = c_test * t**a_test
    weight_all = weight_new = grown_sum = mp.mpf(0)
    for column in itertools.product((0, 1), repeat=cells):  # 1 = grown cell
        grown = sum(column)
        weight = q**grown * p0_test**(cells - grown)
        weight_all += weight
        grown_sum += grown * weight
        if grown:
            weight_new += weight
    plain = enumerated_slope(t, p0_test, c_test, a_test)
    screened = enumerated_slope(t, p0_test, c_test, a_test, True)
    assert abs(plain / (a_test * grown_sum / weight_all) - 1) < 1e-8
    assert abs(screened / (a_test * grown_sum / weight_new) - 1) < 1e-8

# Early limits: zero with time-zero failures counted, a without them
t_early = mp.mpf('1e-20')
early = enumerated_slope(t_early, p0_test, c_test, a_test)
early_law = cells * a_test * c_test * t_early**a_test / p0_test
assert early < 1e-6 and abs(early / early_law - 1) < 1e-6
assert abs(enumerated_slope(t_early, p0_test, c_test, a_test, True)
           / a_test - 1) < 1e-6

# ---- Worked example: low-k comb structure, rough round parameters ----
spacing, height, length_mm, cell_size = 18.0, 36.0, 9.0, 3.0   # nm, nm, mm, nm
n = round(spacing / cell_size)
N = (height / cell_size) * (length_mm * 1e6 / cell_size)
a, p0, t63, voltage = 0.4, 0.003, 1.0e4, 9.0                   # -, -, s, V
field = voltage / spacing * 10                                 # MV/cm
p63 = (-np.expm1(-1.0 / N))**(1 / n)
c = (p63 - p0) / t63**a


def hazard_sum(t, area=1.0):
    return -area * N * np.log1p(-(p0 + c * t**a)**n)


def numeric_slope(t, area=1.0, start=0.0, h=1e-3):
    up = hazard_sum(t * np.exp(h), area) - start
    down = hazard_sum(t * np.exp(-h), area) - start
    return np.log(up / down) / (2 * h)


def slope(t):
    q = c * t**a
    return n * a * q / (p0 + q)


def screened_slope(t):
    q = c * t**a
    p = p0 + q
    return n * a * q * p**(n - 1) / (p**n - p0**n)


def time_at(fraction, area=1.0):
    target = -np.log1p(-fraction)
    return np.exp(brentq(lambda x: np.log(hazard_sum(np.exp(x), area) / target),
                         np.log(1e-12), np.log(1e6), xtol=1e-12))


H0 = hazard_sum(0.0)


def slope_at_level(fraction, area=1.0):
    H = -np.log1p(-fraction)
    return n * a * (1 - (area * H0 / H)**(1 / n))


for fraction, area in ((1e-6, 1), (1e-4, 1), (0.5, 1), (1e-4, 1000)):
    t = time_at(fraction, area)
    assert abs(numeric_slope(t, area) / slope_at_level(fraction, area) - 1) < 1e-5
for t in (1.0, 100.0, t63):
    assert abs(numeric_slope(t) / slope(t) - 1) < 1e-5
    assert abs(numeric_slope(t, start=H0) / screened_slope(t) - 1) < 1e-5
    assert abs(numeric_slope(t, 1000.0) / numeric_slope(t) - 1) < 1e-9
assert slope_at_level(1e-4, 1000) < slope_at_level(1e-4)

t_cross = (p0 / c)**(1 / a)
assert abs(numeric_slope(t_cross) / (n * a / 2) - 1) < 1e-5

# Minimum of the failure rate: formula against numerical minimization
ratio_min = (1 - a) / ((n - 1) * a)
t_min = (p0 * ratio_min / (1 - ratio_min) / c)**(1 / a)


def log_rate(log_t, h=0.01):
    rise = hazard_sum(np.exp(log_t + h)) - hazard_sum(np.exp(log_t - h))
    return np.log(rise / (2 * h)) - log_t


found = minimize_scalar(log_rate, bounds=(np.log(1e-4), np.log(t63)),
                        method='bounded', options={'xatol': 1e-8})
assert abs(np.exp(found.x) / t_min - 1) < 0.01

# Straight-line extrapolation from the 63.2 % point
ppm = 1e-6
t_ppm = time_at(ppm)
t_line = t63 * (-np.log1p(-ppm))**(1 / slope(t63))
assert t_line > t_ppm

# ---- Neglected effects, sized for the example ----


def mixed_slope_and_time(failed, fraction):
    """Local slope and time at a failed fraction of a mixed population."""
    def weibit(x):
        return np.log(-np.log1p(-failed(np.exp(x))))
    target = np.log(-np.log1p(-fraction))
    x = brentq(lambda y: weibit(y) - target, np.log(1e-12), np.log(1e6))
    return (weibit(x + 0.01) - weibit(x - 0.01)) / 0.02, np.exp(x)


def early_mixed_slope(failed):
    low, high = (-np.log1p(-failed(1e-12 * np.exp(s))) for s in (-0.1, 0.1))
    return np.log(high / low) / 0.2


sigma_spacing, field_coefficient = 0.5, 4.0                    # nm, cm/MV
shift = np.linspace(-7, 7, 2001) * sigma_spacing
shift_weight = np.exp(-0.5 * (shift / sigma_spacing)**2)
shift_weight /= shift_weight.sum()
local_field = voltage / (spacing + shift) * 10
speed = np.exp(field_coefficient * (local_field - field))
local_layers = n + shift / cell_size


def failed_spacing(t):
    p = np.minimum(p0 + c * (t * speed)**a, 0.999)
    return np.sum(shift_weight * -np.expm1(N * np.log1p(-p**local_layers)))


relative_spread = 0.5
shape = 1 / relative_spread**2
p0_grid = np.linspace(0, 12 * p0, 4001)
p0_weight = gamma_distribution.pdf(p0_grid, shape, scale=p0 / shape)
p0_weight /= p0_weight.sum()


def failed_p0(t):
    p = p0_grid + c * t**a
    return np.sum(p0_weight * -np.expm1(N * np.log1p(-p**n)))


assert 0 <= early_mixed_slope(failed_spacing) < 1e-3
assert 0 <= early_mixed_slope(failed_p0) < 1e-3
level63 = -np.expm1(-1.0)
spacing63, spacing_t63 = mixed_slope_and_time(failed_spacing, level63)
spacing_ppm, spacing_t_ppm = mixed_slope_and_time(failed_spacing, ppm)
p0_slope_ppm, p0_t_ppm = mixed_slope_and_time(failed_p0, ppm)

# Saturating growth p = 1-(1-p0)*exp(-k*t**a), compared at the same p
exponent63 = -np.log((1 - p63) / (1 - p0))
saturated63 = n * a * exponent63 * (1 - p63) / p63
k_sat = exponent63 / t63**a


def saturated_weibit(x):
    p = 1 - (1 - p0) * np.exp(-k_sat * np.exp(a * x))
    return np.log(-N * np.log1p(-p**n))


x63 = np.log(t63)
assert abs((saturated_weibit(x63 + 1e-3) - saturated_weibit(x63 - 1e-3))
           / 2e-3 / saturated63 - 1) < 1e-5


def overlap_coefficient(layers, dimensions):
    """Pairs of forward paths differing in one cell, per path."""
    middles = np.convolve([1, 1, 1], [1, 1, 1])
    inner = (np.sum(middles**2) / np.sum(middles))**dimensions - 1
    return ((layers - 2) * inner + 2 * (3**dimensions - 1)) / 2


def strip_failure(p, layers, width):
    """Exact failure of a periodic strip with forward steps to 3 cells."""
    states = range(2**width)
    full = 2**width - 1
    count = [bin(s).count('1') for s in states]
    transfer = np.zeros((2**width, 2**width))
    for s in states:
        reach = (s | (s << 1) | (s >> 1) | (s >> (width - 1))
                 | (s << (width - 1))) & full
        for r in states:
            if r & ~reach == 0:
                transfer[s, r] = p**count[r] * (1 - p)**(count[reach] - count[r])
    state = np.array([p**m * (1 - p)**(width - m) for m in count])
    for _ in range(layers - 1):
        state = state @ transfer
    return state[1:].sum()


p_strip, strip_layers, strip_width = 1e-4, 4, 7
leading = strip_width * 3**(strip_layers - 1) * p_strip**strip_layers
deficit = (1 - strip_failure(p_strip, strip_layers, strip_width) / leading)
assert abs(deficit / p_strip / overlap_coefficient(strip_layers, 1) - 1) < 0.01

# Direct pair count for three layers of 5 x 5 cells with nine forward steps
steps = list(itertools.product((-1, 0, 1), repeat=2))
paths = []
for x, y in itertools.product(range(5), repeat=2):
    for (dx, dy), (ex, ey) in itertools.product(steps, repeat=2):
        x1, y1 = (x + dx) % 5, (y + dy) % 5
        paths.append((5 * x + y, 5 * x1 + y1,
                      5 * ((x1 + ex) % 5) + (y1 + ey) % 5))
paths = np.array(paths)
shared = sum((paths[:, None, i] == paths[None, :, i]).astype(int)
             for i in range(3))
pairs_per_path = np.sum(shared == 2) / 2 / len(paths)
assert abs(pairs_per_path / overlap_coefficient(3, 2) - 1) < 1e-12

path_factor = 9.0**(n - 1)
rescale = path_factor**(1 / n)
overlap = overlap_coefficient(n, 2) * p63 / rescale
crooked_change = -a * (1 - p0 / p63) * overlap / (1 - overlap)

# ---- Output ----
print(f"spacing {spacing:.0f} nm, line height {height:.0f} nm, cell {cell_size:.0f} nm")
print(f"facing length {length_mm:.0f} mm, voltage {voltage:.0f} V, field {field:.1f} MV/cm")
print(f"layers n = {n}, columns N = {N:.3e}")
print(f"growth exponent a = {a}, initial probability p0 = {p0}")
print(f"63.2 % life = {t63:.3g} s, p there = {p63:.5f}")
print(f"q at 63.2 % life = {p63 - p0:.5f}, c = {c:.4e} s^-a")
print(f"p^n at 63.2 % life = {p63**n:.3e}")
print(f"late slope n*a = {n * a:.2f}")
print(f"time-zero hazard H0 = {H0:.3e} = {H0 * 1e6:.4f} ppm failed")
print(f"time-zero weibit = {np.log(H0):.2f}")
print(f"crossover time t_x = {t_cross:.3f} s, slope there = {slope(t_cross):.3f}")
print("time (s) | p | failed fraction | slope | slope of screened parts")
for t in (1e-4, 1e-2, 1.0, 1e2, 1e4):
    print(f"{t:.0e} | {p0 + c * t**a:.6f} | {-np.expm1(-hazard_sum(t)):.3e}"
          f" | {slope(t):.4f} | {screened_slope(t):.4f}")
print(f"slope at 1 ppm failed = {slope_at_level(1e-6):.3f}")
print(f"slope at 100 ppm failed = {slope_at_level(1e-4):.3f}")
print(f"slope at 63.2 % failed = {slope(t63):.3f}")
print(f"failure-rate minimum: q/p = {ratio_min:.3f}, time = {t_min:.3f} s")
print(f"life at 1 ppm, model = {t_ppm:.3f} s")
print(f"life at 1 ppm, tangent from 63.2 % = {t_line:.3f} s")
print(f"overestimate by tangent = factor {t_line / t_ppm:.2f}")
print(f"area x1000: failed at time zero = {-np.expm1(-1000 * H0) * 1e6:.2f} ppm")
print(f"area x1000: slope at 100 ppm = {slope_at_level(1e-4, 1000):.3f}")
print("Neglected effects:")
print(f"spacing spread {sigma_spacing} nm, field coefficient {field_coefficient} cm/MV")
print(f"  slope at 63.2 % = {spacing63:.3f}, life = {spacing_t63:.0f} s")
print(f"  slope at 1 ppm = {spacing_ppm:.3f}, life = {spacing_t_ppm:.3f} s")
print(f"  failed at time zero = {failed_spacing(0.0) * 1e6:.4f} ppm")
print(f"p0 spread {relative_spread * 100:.0f} %: time-zero failures x {failed_p0(0.0) / H0:.2f}")
print(f"  slope at 1 ppm = {p0_slope_ppm:.3f}, life = {p0_t_ppm:.3f} s")
print(f"saturating growth: slope at 63.2 % = {saturated63:.3f}")
print(f"crooked paths: H at fixed p x {path_factor:.0f}")
print(f"  p divided by {rescale:.3f} for same H; p0 becomes {p0 / rescale:.3e}")
print(f"  overlap correction to H at 63.2 % = {-overlap * 100:.1f} %")
print(f"  resulting slope change at 63.2 % = {crooked_change:.3f}")
print("every check passed")
```

Running it gives:

```
spacing 18 nm, line height 36 nm, cell 3 nm
facing length 9 mm, voltage 9 V, field 5.0 MV/cm
layers n = 6, columns N = 3.600e+07
growth exponent a = 0.4, initial probability p0 = 0.003
63.2 % life = 1e+04 s, p there = 0.05503
q at 63.2 % life = 0.05203, c = 1.3070e-03 s^-a
p^n at 63.2 % life = 2.778e-08
late slope n*a = 2.40
time-zero hazard H0 = 2.624e-08 = 0.0262 ppm failed
time-zero weibit = -17.46
crossover time t_x = 7.982 s, slope there = 1.200
time (s) | p | failed fraction | slope | slope of screened parts
1e-04 | 0.003033 | 2.802e-08 | 0.0260 | 0.4110
1e-02 | 0.003207 | 3.918e-08 | 0.1550 | 0.4696
1e+00 | 0.004307 | 2.298e-07 | 0.7283 | 0.8222
1e+02 | 0.011247 | 7.284e-05 | 1.7598 | 1.7604
1e+04 | 0.055032 | 6.321e-01 | 2.2692 | 2.2692
slope at 1 ppm failed = 1.092
slope at 100 ppm failed = 1.793
slope at 63.2 % failed = 2.269
failure-rate minimum: q/p = 0.300, time = 0.960 s
life at 1 ppm, model = 5.077 s
life at 1 ppm, tangent from 63.2 % = 22.691 s
overestimate by tangent = factor 4.47
area x1000: failed at time zero = 26.24 ppm
area x1000: slope at 100 ppm = 0.480
Neglected effects:
spacing spread 0.5 nm, field coefficient 4.0 cm/MV
  slope at 63.2 % = 1.128, life = 10917 s
  slope at 1 ppm = 0.998, life = 1.718 s
  failed at time zero = 0.0419 ppm
p0 spread 50 %: time-zero failures x 14.77
  slope at 1 ppm = 0.366, life = 0.652 s
saturating growth: slope at 63.2 % = 2.209
crooked paths: H at fixed p x 59049
  p divided by 6.240 for same H; p0 becomes 4.807e-04
  overlap correction to H at 63.2 % = -13.2 %
  resulting slope change at 63.2 % = -0.057
every check passed
```
